\section*{Bernstein bound on the slope of a scalar aerial image}

A projection lens passes those plane waves whose lateral wavevector $\mathbf q$ satisfies $|\mathbf q|\le k$, where $k=2\pi\,\mathrm{NA}/\lambda$. Here $\lambda$ is the vacuum wavelength and $\mathrm{NA}$ the numerical aperture on the image side, with the refractive index of the immersion medium included. If nothing else is specified about the mask or the source, the only length in this statement is $\lambda/\mathrm{NA}$. The slope of the intensity is an intensity divided by a length, and it scales in proportion when the whole exposure is scaled. A universal upper limit on the slope, if there is one, must therefore have the form
\begin{equation}
|\nabla I|\le C\,\frac{\mathrm{NA}}{\lambda}\,I_{\max},
\end{equation}
with $C$ a pure number and $I_{\max}$ the peak intensity. A symmetry shows how to find $C$. The replacement $I\to I_{\max}-I$ preserves the range $0\le I\le I_{\max}$, the set of spatial frequencies present, and the magnitude of every slope. The natural variable is thus the deviation from the middle of the range, $I-I_{\max}/2$, which this replacement merely changes in sign. Bernstein's inequality applied to that deviation gives $C=2\pi$.

The conditions are as follows. The image is observed in one plane perpendicular to the optical axis, and $I_{\max}$ is the finite supremum of $I$ over that whole plane. The light is described by a scalar field. For a source of mutually incoherent points $s$ with weights $w_s\ge0$, Abbe's construction gives
\begin{equation}
I(\mathbf r)=\sum_s w_s|E_s(\mathbf r)|^2,
\end{equation}
where every $E_s$ contains lateral wavevectors with $|\mathbf q|\le k$. The direction of illumination decides which part of the mask spectrum enters the pupil, but it does not enlarge the pupil. Aberration, defocus and apodization multiply the plane waves by complex factors and add no new ones. A product of two of them in $E_s^*E_s$ varies as $e^{i(\mathbf q-\mathbf q')\cdot\mathbf r}$, and $|\mathbf q-\mathbf q'|\le 2k$. The intensity therefore has its spectrum in a disc of radius
\begin{equation}
\sigma=2k=\frac{4\pi\,\mathrm{NA}}{\lambda}.
\end{equation}
Along a straight line with unit vector $\mathbf u$, the component $e^{i\mathbf Q\cdot\mathbf r}$ has frequency $\mathbf Q\cdot\mathbf u$, which lies in $[-\sigma,\sigma]$. The task is reduced to one dimension: how steep can a bounded real function $f(x)$ with frequencies in $[-\sigma,\sigma]$ be?

The answer follows from an identity that expresses the slope through values of $f$ at equally spaced points. Take a real $\alpha$ that is not a multiple of $\pi$, put $\beta_k=\alpha+k\pi$ for every integer $k$ (as an index, $k$ is an integer; elsewhere it is the field cutoff), and consider on $-1\le t\le1$ the function
\begin{equation}
h(t)=e^{-i\alpha t}(\cos\alpha+it\sin\alpha).
\end{equation}
At the ends, $h(1)=e^{-i\alpha}e^{i\alpha}=1$ and $h(-1)=e^{i\alpha}e^{-i\alpha}=1$, so its continuation with period 2 is continuous. Its Fourier coefficients are
\begin{equation}
c_k=\frac12\int_{-1}^{1}h(t)e^{-i\pi kt}dt
=\frac12\int_{-1}^{1}e^{-i\beta_kt}(\cos\alpha+it\sin\alpha)\,dt .
\end{equation}
The first part of the integral uses $\frac12\int_{-1}^1e^{-i\beta t}dt=\sin\beta/\beta$. Differentiating this with respect to $\beta$ gives the second part with a minus sign, since the derivative brings down $-it$. Hence
\begin{equation}
c_k=\cos\alpha\,\frac{\sin\beta_k}{\beta_k}
-\sin\alpha\left(\frac{\cos\beta_k}{\beta_k}-\frac{\sin\beta_k}{\beta_k^2}\right).
\end{equation}
Because $\sin\beta_k=(-1)^k\sin\alpha$ and $\cos\beta_k=(-1)^k\cos\alpha$, the two terms in $1/\beta_k$ cancel, leaving $c_k=(-1)^k\sin^2\alpha/\beta_k^2$. These coefficients are absolutely summable and $h$ is continuous, so the Fourier series equals $h$ on the whole closed interval. Multiplication by $e^{i\alpha t}$ gives
\begin{equation}
\cos\alpha+it\sin\alpha=\sum_{k=-\infty}^{\infty}(-1)^k\frac{\sin^2\alpha}{\beta_k^2}\,e^{it\beta_k},\qquad |t|\le1.
\label{exp}
\end{equation}
At $t=1$ the left side is $e^{i\alpha}$ and $e^{i\beta_k}=(-1)^ke^{i\alpha}$, so
\begin{equation}
\sum_k\frac{\sin^2\alpha}{\beta_k^2}=1 .
\label{weights}
\end{equation}
Now multiply \eqref{exp} by $\sigma e^{i\sigma tx}$. For $f=e^{i\sigma tx}$ one has $f'=i\sigma tf$, and the result reads
\begin{equation}
\sigma f(x)\cos\alpha+f'(x)\sin\alpha
=\sigma\sum_k(-1)^k\frac{\sin^2\alpha}{\beta_k^2}\,
f\!\left(x+\frac{\beta_k}{\sigma}\right).
\label{interp}
\end{equation}
Both sides are linear in $f$, so the identity holds for every sum or integral of such exponentials with absolutely summable or integrable amplitudes.

An isolated edge in an otherwise uniform field is bounded, but its spectrum is singular at zero frequency and not absolutely integrable. This case needs one further step. Around the point of interest $\mathbf r_0=(x_0,y_0)$, multiply $I-I_{\max}/2$ by
\begin{equation}
m_\varepsilon(\mathbf r)=\left[\frac{\sin(\varepsilon(x-x_0)/2)}{\varepsilon(x-x_0)/2}\right]^2
\left[\frac{\sin(\varepsilon(y-y_0)/2)}{\varepsilon(y-y_0)/2}\right]^2 .
\end{equation}
Each factor contains frequencies up to $\varepsilon$ in its own direction, so the product with the image has its spectrum in a disc of radius $\sigma_\varepsilon=\sigma+\sqrt2\,\varepsilon$. It is square integrable over the plane; its spectrum is then square integrable on a bounded disc, and therefore absolutely integrable by the Cauchy--Schwarz inequality. Identity \eqref{interp} applies to it on every line through $\mathbf r_0$, with $\sigma_\varepsilon$ for $\sigma$. At $\mathbf r_0$ the multiplier equals 1 and has zero gradient, so value and slope there are those of the original function. As $\varepsilon\to0$ the multiplier tends to 1 at every point, while each term of the sum stays below a constant times $1/\beta_k^2$. The limit may be taken term by term, and \eqref{interp} holds for every bounded image.

Let $|f|\le M$. The weights in \eqref{interp} are positive apart from their alternating sign and add up to 1 by \eqref{weights}, so
\begin{equation}
|\sigma f\cos\alpha+f'\sin\alpha|\le\sigma M .
\end{equation}
The choice $\alpha=\pi/2$ is Bernstein's inequality, $|f'|\le\sigma M$. A better choice uses the value of $f$ as well. With $R=\sqrt{\sigma^2f^2+f'^2}$ and $f'\ne0$, set $\cos\alpha=\sigma f/R$ and $\sin\alpha=f'/R$. The left side becomes $(\sigma^2f^2+f'^2)/R=R$, and therefore
\begin{equation}
f'^2+\sigma^2f^2\le\sigma^2M^2 .
\label{circle}
\end{equation}
For $f'=0$ this is just $|f|\le M$.

Positivity of the intensity now enters. Applied to $I$ itself, with $M=I_{\max}$, Bernstein's inequality would give $\sigma I_{\max}$. But $0\le I\le I_{\max}$ means that $f=I-I_{\max}/2$ satisfies $|f|\le I_{\max}/2$, and subtracting a constant changes neither slope nor band. With $M=I_{\max}/2$,
\begin{equation}
|\nabla I|\le\frac{\sigma I_{\max}}2=\frac{2\pi\,\mathrm{NA}}{\lambda}\,I_{\max},
\label{main}
\end{equation}
where the line has been laid along the gradient. This is half of what the unshifted inequality gives. Relation \eqref{circle} says more. Since
\begin{equation}
\left(\frac{I_{\max}}2\right)^2-\left(I-\frac{I_{\max}}2\right)^2=I(I_{\max}-I),
\end{equation}
it becomes
\begin{equation}
|\nabla I|\le\sigma\sqrt{I(I_{\max}-I)} .
\label{local}
\end{equation}
The largest slope is thus available at half the peak intensity, and the permitted slope falls to zero at both ends of the range.

Two plane waves of equal amplitude at the opposite edges of the pupil reach the limit. Their field and intensity are
\begin{equation}
E=\sqrt{I_{\max}}\cos kx,\qquad
I=I_{\max}\cos^2kx=\frac{I_{\max}}2(1+\cos\sigma x).
\end{equation}
The slope is $-(\sigma I_{\max}/2)\sin\sigma x$, whose largest magnitude is that in \eqref{main}. The period is $2\pi/\sigma=\lambda/(2\,\mathrm{NA})$, the cutoff period of the intensity. A full-contrast fringe of longer period $p$ has largest slope $\pi I_{\max}/p$ by the same calculation.

No other profile does as well. Suppose $f'(x_0)=\sigma M$ at one point; the opposite sign is handled by reflecting $x$. In \eqref{interp} with $\alpha=\pi/2$, a weighted mean of the numbers $(-1)^kf(x_0+\beta_k/\sigma)$ then equals $M$, although none exceeds $M$. Hence every one equals $M$. At these nodes $f$ has an extreme value, so $f'=0$ there. The function $M\sin\sigma(x-x_0)$ has the same values and zero slopes at the nodes, and the difference $g=f-M\sin\sigma(x-x_0)$ has at least a double zero at each.

To conclude that $g$ vanishes, continue it to complex arguments. Every derivative of $f$ has the same band, so repeated use of Bernstein's inequality gives $|f^{(n)}|\le\sigma^nM$. The Taylor series then converges everywhere and yields
\begin{equation}
|f(x+iy)|\le\sum_{n=0}^\infty\frac{(\sigma|y|)^n}{n!}M=Me^{\sigma|y|}.
\end{equation}
The sine term obeys the same estimate, so $|g|\le2Me^{\sigma|y|}$. The quotient $Q(z)=g(z)/\cos^2\sigma(z-x_0)$ has no poles, because the double zeros of the denominator are cancelled. Write $\sigma(z-x_0)=u+iv$, so that $|\cos(u+iv)|^2=\cos^2u+\sinh^2v$. For $|v|\ge1$ this gives $|Q|\le2Me^{|v|}/\sinh^2v$, which is bounded and tends to zero as $|v|\to\infty$. In the strip $|v|\le1$, the vertical lines $u=m\pi$ have $|\cos(u+iv)|^2\ge1$ and hence $|Q|\le2Me$. The strip is divided by these lines into rectangles on whose edges $Q$ is uniformly bounded, and the maximum principle extends the bound to their interiors. A bounded entire function is constant by Liouville's theorem, and this constant is zero because $Q$ tends to zero at large $|v|$. Equality in \eqref{main} thus fixes the image on the line along the gradient: it is the full-contrast fringe at cutoff.

The pointwise bound \eqref{local} also limits the width of an edge. On a rising segment write $I=I_{\max}(1-\cos\varphi)/2$ with $0<\varphi<\pi$. Then $I'=\frac12I_{\max}\varphi'\sin\varphi$, while $\sqrt{I(I_{\max}-I)}=\frac12I_{\max}\sin\varphi$, so \eqref{local} is simply $|\varphi'|\le\sigma$. Between 10 and 90\,\% of the peak, $\cos\varphi$ goes from $0.8$ to $-0.8$ and $\varphi$ advances by $\pi-2\arccos0.8=2\arcsin0.8$. The distance is at least
\begin{equation}
\Delta x_{10\text{--}90}=\frac{2\arcsin0.8}{\sigma}.
\end{equation}
For a resist edge placed where $I=\tau I_{\max}$, division of \eqref{local} by $I$ gives
\begin{equation}
\frac{|\nabla I|}{I}\le\sigma\sqrt{\frac{1-\tau}{\tau}} .
\end{equation}
This logarithmic slope sets the tolerance to dose. If the dose changes by a small fraction $\delta$, the edge moves so that $\delta I+I'\,dx=0$, or $|dx|=\delta\,I/|I'|$. The logarithmic bound grows without limit as $\tau\to0$, although the slope itself then goes to zero: it is the division by a small intensity that makes it large.

For numbers, take $\lambda=193$ nm and $\mathrm{NA}=1.35$, rough values for water-immersion ArF lithography. Then $\sigma=4\pi(1.35)/(193\ \mathrm{nm})=0.0879$ rad/nm, and the slope limit is half of this, $0.04395\,I_{\max}$ per nm, or 4.4\,\% of the peak per nanometre. The cutoff period is $193/2.70=71.5$ nm, and the least 10--90\,\% width is $1.855/0.0879=21.1$ nm. At half the peak, a dose change of 1\,\% moves an edge by at least $0.01/0.0879=0.11$ nm. At $\tau=0.30$ the logarithmic slope can reach $0.0879\sqrt{0.7/0.3}=0.134$ per nm.

The limit can be approached from the other side, by searching for the steepest image without using the inequality. Among all periodic functions with six harmonics, held between 0 and 1 at 1200 points of the period, linear programming finds a largest slope of 1.00000 times the bound. With the value at the steep point prescribed as 0.1, 0.3 and 0.8 of the peak, the largest slopes are 0.3001, 0.4583 and 0.4001 in units of $\sigma I_{\max}$, against 0.3000, 0.4583 and 0.4000 from \eqref{local}. The search can come out slightly high, since the limits are not imposed between the points.

The same search shows why $I_{\max}$ must be the global peak. If the intensity is limited to 1 only within half a cutoff period on either side of the edge, and may rise to 50 elsewhere, the slope reaches 1.57 times the bound formed with the local peak. This factor belongs to six harmonics and a ceiling of 50; it changes with both. There is no conflict with \eqref{main}, which then requires a peak of at least about 1.57 somewhere else. The optimum in fact uses the whole ceiling of 50, and a ceiling of 2 yields a factor of only 1.14. A dim feature beside bright ones can therefore look steeper than the limit when it is normalized to its own surroundings.

The patterns considered next stay below the limit by different amounts. For a coherently imaged isolated edge, start from the unit step written as $\frac12+\frac1\pi\int_0^\infty\sin(qx)\,dq/q$. The lens removes $q>k$, leaving
\begin{equation}
E(x)=\frac12+\frac1\pi\int_0^{k}\frac{\sin qx}{q}\,dq
=\frac12+\frac{\mathrm{Si}(kx)}{\pi},
\end{equation}
where Si is the sine integral. The intensity overshoots to 1.187 times the clear-field value. Its steepest slope is $0.0159\,I_{\max}$ per nm, 36\,\% of the bound, and its 10--90\,\% width is 61 nm. In a sample of 30 random masks with transmissions $-1$, 0 and 1, imaged with 12 source points each through an aberrated pupil, the largest slope was 56\,\% of the bound.

Equal lines and spaces of 80 nm pitch come closer when two small source poles are placed so that the zeroth and one first diffraction order pass symmetrically through the pupil. In the thin-mask approximation, which neglects the thickness of the absorber, an opaque-and-clear mask gives these orders the amplitudes $a=1/2$ and $b=1/\pi$. In focus, $I=a^2+b^2+2ab\cos(2\pi x/p)$, with peak $(a+b)^2$, so
\begin{equation}
\frac{|I'|_{\max}}{I_{\max}}=\frac{2ab}{(a+b)^2}\,\frac{2\pi}{p}
=0.475\times\frac{2\pi}{80\ \mathrm{nm}}=0.0373\ \mathrm{nm}^{-1}.
\end{equation}
This is 85\,\% of the bound. The pitch contributes a factor $71.5/80=0.89$ and the unequal amplitudes a factor $4ab/(a+b)^2=0.95$. With a pole radius of 0.10 of the pupil radius and the same mask, a defocus of 60 nm in water lowers the figure to 81\,\%. For a source point displaced from the pole centre along the direction of the pitch, the two orders acquire different defocus phases, so different source points produce laterally shifted fringes, whose sum has less contrast.

These figures describe a scalar image, and at this aperture polarization can be a large correction: for TM or unpolarized light it is the largest among those estimated here with the rough values used below. The bound itself survives: the density $\sum_j|E_j|^2$ is a sum of nonnegative band-limited terms, and the proof applies unchanged. Refraction into a flat resist film preserves lateral wavevectors, so it also applies at each fixed depth, with the peak taken at that depth. What changes is whether the bound is reached. In a resist of index about 1.7 the cutoff beams travel at an angle $\theta$ with $\sin\theta=1.35/1.70=0.794$. If the electric field lies in the plane of incidence (TM), its lateral components add as $\cos\theta\cos kx$ and its axial components as $\sin\theta\sin kx$, and
\begin{equation}
I\propto\cos^2\theta\cos^2kx+\sin^2\theta\sin^2kx
=\tfrac12(1+\cos2\theta\cos\sigma x).
\end{equation}
The signed contrast is $\cos2\theta=-0.26$; the fringes are weak and reversed. A contrast $c$ gives $2|c|/(1+|c|)$ of the bound, here 41\,\%. Equal incoherent weights of the two polarizations inside the resist give 54\,\%. For light unpolarized in the water (index 1.44), the Fresnel transmission at a bare water--resist interface raises the TM weight by a factor 1.09 and the figure becomes 51\,\%. The perpendicular polarization retains the scalar result.

The other corrections, each applied separately to the scalar cutoff fringe, are smaller than the TM and unpolarized losses for the values chosen here. Acid diffusion with a rough rms length of 5 nm multiplies the modulation by $e^{-\sigma^2(5\ \mathrm{nm})^2/2}=0.91$, and the slope relative to the blurred peak becomes 95\,\% of the bound. This figure falls quickly with the length: 81\,\% at 10 nm, 59\,\% at 15 nm and 35\,\% at 20 nm, where blur outweighs polarization. Uniform stray light of 3\,\% leaves $1/1.03=97\,\%$. For a spectrum of wavelengths the shortest one sets the band; a laser bandwidth of 0.3 pm alters the bound by less than $2\times10^{-6}$ (the full width divided by $\lambda$ is $1.6\times10^{-6}$). Photon noise is not a correction to the mean image, but the slope determines its effect. For a peak dose of 30 mJ/cm$^2$ and 10\,\% absorption, again rough values, a square of side 10 nm at half level absorbs about 1460 photons. Independent absorption gives a relative fluctuation $1/\sqrt{1460}=2.6\,\%$, which for an edge at half level with the steepest permitted slope means a shift of about $0.5\times0.026/0.04395=0.30$ nm rms (0.31 nm if the slope is averaged over the square).

The limit concerns the exposure, not the developed profile. Several exposures added in the same resist before development still form a nonnegative band-limited sum and obey it, with the peak of the sum as $I_{\max}$. A resist that responds nonlinearly creates frequencies beyond $\sigma$, and its relief can be steeper than any aerial image; the sensitivity of the edge position to dose is nevertheless set by the image slope wherever development follows a fixed intensity threshold. The numerical output below lists the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wavelength                               193.0 nm
numerical aperture NA                    1.35
cutoff fringe period                     71.48 nm
band edge sigma                          0.08790 rad/nm
slope bound / Imax                       0.04395 1/nm
slope bound                              4.395 % of Imax per nm
two-beam fringe slope / Imax             0.04395 1/nm
least 10-90 % edge width                 21.10 nm
fringe 10-90 % edge width                21.10 nm
least edge shift, 1 % dose, half level   0.114 nm
log-slope bound at I = 0.30 Imax         0.1343 1/nm
interpolation formula, largest error     7.8e-08 (units of sigma)
same formula outside the band, error     0.26 (units of sigma)
search: degree, grid points              6, 1200
search: steepest slope / bound           1.00000
search: slope/(sigma Imax) at I=0.1 Imax 0.30010 (formula 0.30000)
search: slope/(sigma Imax) at I=0.3 Imax 0.45826 (formula 0.45826)
search: slope/(sigma Imax) at I=0.8 Imax 0.40007 (formula 0.40000)
local peak 1, far peak limit             50
  slope / bound from local peak          1.57
random masks, source points per mask     30, 12
  largest slope / bound                  0.560
  spectrum beyond 2NA/wavelength         1.1e-16 (relative)
coherent edge: peak / clear field        1.1870
coherent edge: slope / Imax              0.01590 1/nm
coherent edge: slope / bound             0.362
coherent edge: 10-90 % width             60.6 nm
dense lines: pitch                       80 nm
dense lines: pole radius / pupil radius  0.10
dense lines in focus: slope / Imax       0.03733 1/nm
dense lines in focus: slope / bound      0.849
dense lines: defocus in water (n=1.44)  60 nm
dense lines defocused: slope / bound     0.812
resist index, sine of beam angle         1.70, 0.794
TM fringe: signed contrast               -0.261
TM fringe: slope / bound                 0.414
unpolarized fringe: slope / bound        0.539
acid blur 5 nm rms: slope / bound       0.952
flare 3 % of peak: slope / bound        0.971
laser bandwidth 0.3 pm: bound changes by  1.6e-06 (relative)
peak dose, absorbed fraction             30 mJ/cm2, 0.10
photons absorbed, 10 nm square, half level 1457
edge shift from photon noise (rms)       0.30 nm
\end{verbatim}
